**Kohn-Sham conductance of a symmetric Anderson junction**

The program tests the zero-temperature result \(G=(2e^2/h)\sin^2(\pi n/2)\), where \(n\) is the total dot occupation, and its equality with the conductance of a non-interacting Kohn-Sham dot of the same \(n\). The dot has level \(\varepsilon_0\), repulsion \(U\) and total width \(\Gamma=2\Delta\). A numerical renormalization group calculation takes \(n\) from the ground state and the scattering phase from the lowest excitations, while the Kohn-Sham transmission comes from two-lead scattering equations. The program asserts that the transmissions agree within 0.01 at four level positions; the largest printed difference is 0.002. It also asserts the additivity of quasiparticle energies, the \(U=0\) control, the cancellation of the second-order Luttinger integral and the thermal coefficient \(\pi^2\). A four-site cluster confirms that matching the dot occupation alone does not match the lead densities. The output shows a quasiparticle resonance about seven times narrower than the Kohn-Sham one at the symmetric point, and a Hartree conductance one third too low at \(\varepsilon_0=-0.30\) meV.

## Verification by program

```python
"""
Result under test: for an Anderson dot (level eps0, repulsion U) coupled equally
to two wide-band leads, the T=0 linear conductance is (2e^2/h) sin^2(pi n/2),
n = total dot occupation, and a non-interacting Kohn-Sham (KS) dot with the same
n has the same conductance.
Symbols: GAMMA = full level width, DELTA = GAMMA/2, BAND = half bandwidth,
delta = scattering phase at the Fermi energy (zero of energy). Energies in meV.
The interacting dot is solved by the numerical renormalization group (NRG):
n is a ground-state expectation value, delta comes from excitation energies.
"""
import numpy as np
from functools import reduce
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

GAMMA, U_DOT, BAND = 0.5, 2.0, 50.0
DELTA = GAMMA / 2
LAM, LENGTH, KEEP = 3.0, 30, 300
A_LAM = 0.5 * np.log(LAM) * (LAM + 1) / (LAM - 1)   # discretization factor

# ---------- logarithmic chain: dot, f0, f1, ... ----------
m = np.arange(LENGTH - 2)
xi = (1 - LAM**(-m - 1.0)) / np.sqrt((1 - LAM**(-2.0*m - 1)) * (1 - LAM**(-2.0*m - 3)))
lead_hops = BAND * (1 + 1/LAM) / 2 * LAM**(-m / 2.0) * xi
hops = np.concatenate([[np.sqrt(A_LAM * BAND * GAMMA / np.pi)], lead_hops])

# site basis: empty, up, down, up-down
SITE_Q = np.array([0, 1, 1, 2])
SITE_S = np.array([0, 1, -1, 0])
C_UP = np.zeros((4, 4))
C_UP[0, 1] = C_UP[2, 3] = 1
C_DN = np.zeros((4, 4))
C_DN[0, 2], C_DN[1, 3] = 1, -1


def nrg(level, u):
    """Return ground-state dot occupation and {chain length: excitations}."""
    energy = np.array([0, level, level, 2*level + u], float)
    charge, spin = SITE_Q.copy(), SITE_S.copy()
    edge_ops = [C_UP, C_DN]
    dot_number = np.diag(SITE_Q.astype(float))
    record = {}
    for step, hop in enumerate(hops):
        k = len(energy)
        parity = np.where(charge % 2 == 0, 1.0, -1.0)
        ham = np.zeros((k, 4, k, 4))
        diag = np.arange(k)
        for a in range(4):
            ham[diag, a, diag, a] = energy
        for f, c in zip(edge_ops, (C_UP, C_DN)):
            block = hop * f.T * parity
            for a, b in np.argwhere(c):
                ham[:, a, :, b] += c[a, b] * block
                ham[:, b, :, a] += c[a, b] * block.T
        ham = ham.reshape(4*k, 4*k)
        q_all = (charge[:, None] + SITE_Q).ravel()
        s_all = (spin[:, None] + SITE_S).ravel()
        key = 200*q_all + s_all
        blocks, e_list, q_list, s_list = [], [], [], []
        for label in np.unique(key):
            idx = np.where(key == label)[0]
            w, v = np.linalg.eigh(ham[np.ix_(idx, idx)])
            blocks.append((idx, v))
            e_list.append(w)
            q_list.append(np.full(len(w), q_all[idx[0]]))
            s_list.append(np.full(len(w), s_all[idx[0]]))
        e_new = np.concatenate(e_list)
        e_new -= e_new.min()
        order = np.argsort(e_new, kind="stable")
        e_sorted = e_new[order]
        cut = min(KEEP, len(order))
        while cut < len(order) and e_sorted[cut] - e_sorted[cut-1] < 1e-6*e_sorted[cut]:
            cut += 1                       # do not split multiplets
        rank = np.empty(len(order), int)
        rank[order] = np.arange(len(order))
        basis = np.zeros((4*k, cut))
        start = 0
        for idx, v in blocks:
            cols = rank[start:start + len(idx)]
            sel = cols < cut
            basis[np.ix_(idx, cols[sel])] = v[:, sel]
            start += len(idx)
        energy = e_sorted[:cut]
        charge = np.concatenate(q_list)[order][:cut]
        spin = np.concatenate(s_list)[order][:cut]
        part = [np.ascontiguousarray(basis.reshape(k, 4, cut)[:, a, :]) for a in range(4)]
        edge_ops = [sum(c[a, b] * part[a].T @ (parity[:, None] * part[b])
                        for a, b in np.argwhere(c)) for c in (C_UP, C_DN)]
        dot_number = sum(p.T @ (dot_number @ p) for p in part)
        length = step + 2
        if length % 2 == 0 and length >= 6:
            q0 = charge[0]
            record[length] = (energy[(charge == q0+1) & (spin == 1)].min(),
                              energy[(charge == q0-1) & (spin == 1)].min(),
                              energy[(charge == q0) & (spin == 2)].min())
    return dot_number[0, 0], record


def lead_green(e, length):
    """Green function of f0 for the lead part of a chain of given total length."""
    g = 1 / e
    for t in lead_hops[:length - 2][::-1]:
        g = 1 / (e - t*t*g)
    return g


def phase_from_levels(record):
    ep, eh, _ = record[LENGTH]
    g = 0.5 * (lead_green(ep, LENGTH) + lead_green(-eh, LENGTH))
    return np.arctan2(1.0, -g * 2 * BAND * A_LAM / np.pi)


def quasiparticle_widths(record):
    """Half-width of the quasiparticle resonance, from lengths with low levels."""
    found = []
    for length in sorted(record):
        ep, eh, _ = record[length]
        v2 = (ep + eh) / (lead_green(ep, length) - lead_green(-eh, length))
        width = np.pi * v2 / (2 * BAND * A_LAM)
        if 0 < ep + eh < 0.6 * width:
            found.append(width)
    return found[:2]


# ---------- KS dot between two real tight-binding leads ----------
T_LEAD = 500.0
V_LEAD = np.sqrt(GAMMA * T_LEAD / 4)


def ks_occupation(eps):
    def re_green(w):
        g_lead = -1j * (np.sqrt(w*w + 4*T_LEAD**2) - w) / (2*T_LEAD**2)
        return (1 / (1j*w - eps - 2*V_LEAD**2*g_lead)).real
    total = quad(re_green, 0, 5, limit=200)[0] + quad(re_green, 5, np.inf, limit=200)[0]
    return 1 + 2 * total / np.pi


def ks_transmission(eps):
    """Solve for reflected, transmitted and dot amplitudes at the Fermi energy."""
    ph = 1j
    mat = np.array([[T_LEAD, 0, -V_LEAD],
                    [0, T_LEAD, -V_LEAD],
                    [V_LEAD*ph, V_LEAD*ph, eps]], complex)
    rhs = np.array([-T_LEAD, 0, -V_LEAD/ph], complex)
    return abs(np.linalg.solve(mat, rhs)[1])**2


def ks_chain(eps):
    h = np.diag(hops, 1) + np.diag(hops, -1)
    h[0, 0] = eps
    e, v = np.linalg.eigh(h)
    half = LENGTH // 2
    return 2*np.sum(v[0, :half]**2), e[half], -e[half-1]


# ---------- control: NRG without interaction ----------
EPS_FREE = 0.1
n_free, rec_free = nrg(EPS_FREE, 0.0)
n_free_exact = ks_occupation(EPS_FREE)
width_free = quasiparticle_widths(rec_free)[-1]
assert abs(n_free - n_free_exact) < 0.01            # band and truncation error
assert abs(np.sin(phase_from_levels(rec_free))**2 - ks_transmission(EPS_FREE)) < 0.01
assert abs(width_free / DELTA - 1) < 0.1

# ---------- interacting dot against its KS dot ----------
G0 = 2 * const.e**2 / const.h * 1e6                 # microsiemens
rows = []
for eps0 in (-1.0, -0.3, 0.0, 0.4):
    n, rec = nrg(eps0, U_DOT)
    ep, eh, triplet = rec[LENGTH]
    assert abs(triplet / (ep + eh) - 1) < 0.01      # free quasiparticles
    t_true = np.sin(phase_from_levels(rec))**2
    eps_ks = brentq(lambda x: ks_occupation(x) - n, -10, 10)
    t_ks = ks_transmission(eps_ks)
    assert abs(t_true - np.sin(np.pi*n/2)**2) < 0.01
    assert abs(t_true - t_ks) < 0.01
    assert abs(eps_ks - DELTA/np.tan(np.pi*n/2)) < 0.01*(DELTA + abs(eps_ks))
    eps_chain = brentq(lambda x: ks_chain(x)[0] - n, -10, 10)
    _, kp, kh = ks_chain(eps_chain)
    level_gap = max(abs(ep - kp), abs(eh - kh)) / (ep + eh)
    assert level_gap < 0.01                         # same levels at Fermi energy
    eps_h = brentq(lambda x: x - eps0 - U_DOT*ks_occupation(x)/2, -10, 10)
    rows.append((eps0, n, eps_ks, t_true, t_ks, ks_occupation(eps_h),
                 ks_transmission(eps_h), level_gap))
    if eps0 == -U_DOT/2:
        assert abs(n - 1) < 1e-3
        widths = quasiparticle_widths(rec)
        assert len(widths) == 2 and abs(widths[0]/widths[1] - 1) < 0.2
        width_qp = widths[1]
        assert width_qp < 0.5 * DELTA
assert all(a[1] > b[1] for a, b in zip(rows, rows[1:]))
assert max(abs(r[6] - r[3]) for r in rows) > 0.02   # Hartree potential fails

# ---------- Luttinger integral at second order, asymmetric level ----------
nodes, wts = np.polynomial.legendre.leggauss(40)
x = (1 + nodes) / (1 - nodes)
wx = 2 * wts / (1 - nodes)**2
lev = 0.8
above = wx / np.pi / ((x - lev)**2 + 1)
below = wx / np.pi / ((x + lev)**2 + 1)
e3 = (x[:, None, None] + x[None, :, None] + x[None, None, :]).ravel()
w_part = np.einsum("i,j,k->ijk", above, above, below).ravel()
w_hole = np.einsum("i,j,k->ijk", below, below, above).ravel()
lutt_part = lutt_hole = 0.0
for w, ww in zip(x, wx):
    green = 1 / (1j*w - lev + 1j)
    lutt_part += ww * (green * np.sum(-1j*w_part/(1j*w - e3)**2)).imag
    lutt_hole += ww * (green * np.sum(-1j*w_hole/(1j*w + e3)**2)).imag
lutt_ratio = abs(lutt_part + lutt_hole) / abs(lutt_part)
assert abs(lutt_part) > 1e-4 and lutt_ratio < 5e-3  # corner of the quadrature

# ---------- lead densities are not reproduced by a dot-only potential ----------
low, sgn, one = np.array([[0., 1], [0, 0]]), np.diag([1., -1]), np.eye(2)
ann = [reduce(np.kron, [sgn]*j + [low] + [one]*(7-j)) for j in range(8)]
num = [a.T @ a for a in ann]
eps_c, u_c = -1.0, 4.0
h_c = eps_c*(num[0] + num[1]) + u_c*num[0] @ num[1]
for j in range(6):
    h_c = h_c + ann[j].T @ ann[j+2] + ann[j+2].T @ ann[j]
n_up = np.diag(sum(num[0::2]))
n_dn = np.diag(sum(num[1::2]))
sector = np.where((n_up == 2) & (n_dn == 2))[0]
ground = np.linalg.eigh(h_c[np.ix_(sector, sector)])[1][:, 0]
dens = np.array([np.sum(ground**2 * np.diag(num[2*s] + num[2*s+1])[sector])
                 for s in range(4)])


def cluster_ks(eps):
    h = np.diag(np.ones(3), 1) + np.diag(np.ones(3), -1)
    h[0, 0] = eps
    return 2*np.sum(np.linalg.eigh(h)[1][:, :2]**2, axis=1)


dens_ks = cluster_ks(brentq(lambda z: cluster_ks(z)[0] - dens[0], -30, 30))
lead_mismatch = np.max(np.abs(dens - dens_ks)[1:])
assert abs(dens[0] - dens_ks[0]) < 1e-8 and lead_mismatch > 1e-3

# ---------- thermal loss at the symmetric point, Kondo limit ----------
grid = np.arange(-40, 40, 0.1)
e1, e2 = grid[:, None], grid[None, :]
for w in (0.0, 1.7):
    e_in = e1 + e2 - w
    rate = np.sum(expit(e1)*expit(e2)*expit(-e_in)
                  + expit(-e1)*expit(-e2)*expit(e_in)) * 0.01
    assert abs(rate / ((w*w + np.pi**2)/2) - 1) < 1e-3
coef = quad(lambda z: expit(z)*expit(-z)*(z*z + (z*z + np.pi**2)/2), -40, 40,
            points=[0], limit=200)[0]
assert abs(coef - np.pi**2) < 1e-6
T_USE = 0.020
kt = const.k * T_USE / const.e * 1e3
thermal_loss = coef * (kt / width_qp)**2
LEFT_SHARE, SPACING = 0.6, 1.0
imbalance_loss = 1 - 4*LEFT_SHARE*(1 - LEFT_SHARE)
next_level = U_DOT/2 + SPACING
next_shift = np.sin(np.arctan(DELTA / next_level))

# ---------- output ----------
print(f"Gamma = {GAMMA:.2f} meV, Delta = {DELTA:.2f} meV, U = {U_DOT:.2f} meV")
print(f"NRG half bandwidth = {BAND:.0f} meV, Lambda = {LAM:.0f}, orbitals = {LENGTH}")
print(f"States kept per NRG step (at least) = {KEEP}")
print(f"KS lead hopping = {T_LEAD:.0f} meV")
print(f"Conductance quantum 2e^2/h = {G0:.2f} uS")
print(f"Control U=0, level {EPS_FREE:.2f} meV: n NRG = {n_free:.4f}, direct = {n_free_exact:.4f}")
print(f"Control U=0: half-width from levels = {width_free:.4f} meV")
for eps0, n, eks, tt, tk, nh, th, gap in rows:
    print(f"eps0 = {eps0:.2f} meV: n = {n:.4f}, eps_KS = {eks:.4f} meV, v_Hxc = {eks-eps0:.4f} meV")
    print(f"  transmission: from excitations = {tt:.4f}, KS = {tk:.4f}")
    print(f"  conductance: from excitations = {G0*tt:.2f} uS, KS = {G0*tk:.2f} uS")
    print(f"  Hartree: n = {nh:.4f}, transmission = {th:.4f}, G = {G0*th:.2f} uS")
    print(f"  KS-chain level mismatch / (Ep+Eh) = {gap:.1e}")
print(f"Largest transmission difference, two roads = {max(abs(r[3]-r[4]) for r in rows):.1e}")
print(f"Quasiparticle half-width, symmetric point = {width_qp:.4f} meV")
print(f"  same from the previous even chain length = {widths[0]:.4f} meV")
print(f"  ratio to KS half-width = {width_qp/DELTA:.3f}")
print(f"Luttinger integral: |sum|/|particle part| = {lutt_ratio:.1e}")
print(f"Cluster (hopping 1, U = {u_c:.0f}, level {eps_c:.0f}): dot n = {dens[0]:.4f}")
print(f"  largest lead-site density mismatch = {lead_mismatch:.4f} electrons")
print(f"Temperature = {1e3*T_USE:.0f} mK, kT = {kt:.5f} meV")
print(f"Thermal loss of G, symmetric point = {100*thermal_loss:.1f} %")
print(f"Loss for {100*LEFT_SHARE:.0f}:{100*(1-LEFT_SHARE):.0f} couplings = {100*imbalance_loss:.1f} %")
print(f"Orbital spacing = {SPACING:.1f} meV, next level at {next_level:.1f} meV")
print(f"  bound on its change of transmission = {next_shift:.3f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Gamma = 0.50 meV, Delta = 0.25 meV, U = 2.00 meV
NRG half bandwidth = 50 meV, Lambda = 3, orbitals = 30
States kept per NRG step (at least) = 300
KS lead hopping = 500 meV
Conductance quantum 2e^2/h = 77.48 uS
Control U=0, level 0.10 meV: n NRG = 0.7571, direct = 0.7577
Control U=0: half-width from levels = 0.2500 meV
eps0 = -1.00 meV: n = 1.0000, eps_KS = -0.0000 meV, v_Hxc = 1.0000 meV
  transmission: from excitations = 1.0000, KS = 1.0000
  conductance: from excitations = 77.48 uS, KS = 77.48 uS
  Hartree: n = 1.0000, transmission = 1.0000, G = 77.48 uS
  KS-chain level mismatch / (Ep+Eh) = 8.2e-05
eps0 = -0.30 meV: n = 0.7118, eps_KS = 0.1216 meV, v_Hxc = 0.4216 meV
  transmission: from excitations = 0.8096, KS = 0.8088
  conductance: from excitations = 62.73 uS, KS = 62.67 uS
  Hartree: n = 0.5285, transmission = 0.5449, G = 42.22 uS
  KS-chain level mismatch / (Ep+Eh) = 2.6e-05
eps0 = 0.00 meV: n = 0.4812, eps_KS = 0.2651 meV, v_Hxc = 0.2651 meV
  transmission: from excitations = 0.4726, KS = 0.4707
  conductance: from excitations = 36.62 uS, KS = 36.47 uS
  Hartree: n = 0.3745, transmission = 0.3082, G = 23.88 uS
  KS-chain level mismatch / (Ep+Eh) = 1.4e-05
eps0 = 0.40 meV: n = 0.2653, eps_KS = 0.5644 meV, v_Hxc = 0.1644 meV
  transmission: from excitations = 0.1660, KS = 0.1640
  conductance: from excitations = 12.86 uS, KS = 12.71 uS
  Hartree: n = 0.2377, transmission = 0.1332, G = 10.32 uS
  KS-chain level mismatch / (Ep+Eh) = 1.3e-05
Largest transmission difference, two roads = 2.0e-03
Quasiparticle half-width, symmetric point = 0.0344 meV
  same from the previous even chain length = 0.0370 meV
  ratio to KS half-width = 0.138
Luttinger integral: |sum|/|particle part| = 3.2e-07
Cluster (hopping 1, U = 4, level -1): dot n = 0.8209
  largest lead-site density mismatch = 0.0054 electrons
Temperature = 20 mK, kT = 0.00172 meV
Thermal loss of G, symmetric point = 2.5 %
Loss for 60:40 couplings = 4.0 %
Orbital spacing = 1.0 meV, next level at 2.0 meV
  bound on its change of transmission = 0.124
ALL CHECKS PASSED
```
